# Spin-degenerate levels in open altermagnet slabs with sin(kx) sin(kz) splitting

## Definitions and conventions

The spin projection on the Néel axis is taken to be conserved and is written $s=+1$ (up) or $s=-1$ (down). Spin-orbit coupling is left out until Remark 5. Momenta $k_x,k_z$ are in radians per lattice step, so a phase $k_z$ is gained from one layer to the next. Energies are measured from the in-plane band energy, which is the same for both spins. The bulk band is

$$E_s(k_x,k_z)=-2t\cos k_z+2sJ\sin k_x\sin k_z, \qquad (1)$$

with real $t$ and $J$. At fixed $(k_x,k_z)$ the bulk splitting is

$$E_+-E_-=4J\sin k_x\sin k_z. \qquad (2)$$

Since $2\sin k_x\sin k_z=\cos(k_x-k_z)-\cos(k_x+k_z)$, the spin-dependent term describes hops along the two diagonals of the $xz$ plane, with amplitudes of opposite sign that are reversed for the other spin.

A slab has layers $n=1,\dots,N$ and surfaces normal to $z$. "Open" means that no hopping leaves layer 1 downwards or layer $N$ upwards. The slab is uniform in its plane, so $k_x$ and $k_y$ remain good quantum numbers. Let $h_{n,s}$ be the amplitude for hopping from layer $n$ to $n+1$; the reverse amplitude is $h_{n,s}^*$. A spin-independent layer potential $V_n$ is allowed. The layer equation is

$$E\psi_n=V_n\psi_n+h_{n-1,s}\psi_{n-1}+h_{n,s}^*\psi_{n+1},\qquad \psi_0=\psi_{N+1}=0. \qquad (3)$$

## Theorem

Let $h_{n,s}=-t_n+isJ_n\sin k_x$ with real $t_n,J_n$, and let $V_n$ be real and independent of spin. Then:

(a) At each in-plane momentum, the open slab has the same list of energies for both spins.

(b) If $t_n=t$, $J_n=J$ and $V_n=0$, the levels are

$$E_m=-2T\cos q_m,\quad q_m=\frac{m\pi}{N+1},\quad T=\sqrt{t^2+J^2\sin^2k_x}, \qquad (4)$$

with $m=1,\dots,N$, for either spin.

What is restored is the degeneracy of levels labelled by in-plane momentum. The bulk splitting (2) refers to a fixed $k_z$, a label that the open slab does not possess. Remark 2 shows where the splitting remains visible.

## Lemma 1: the hopping amplitude and its phase

**Statement.** The band (1) corresponds to $h_s=-t+isJ\sin k_x=-Te^{-is\phi}$, where $T\cos\phi=t$ and $T\sin\phi=J\sin k_x$.

**Proof.** In an infinite uniform crystal put $\psi_n=e^{ik_zn}$ into (3) with $V_n=0$. Division by $e^{ik_zn}$ gives

$$E=h_se^{-ik_z}+h_s^*e^{ik_z}
=2\,\mathrm{Re}(h_s)\cos k_z+2\,\mathrm{Im}(h_s)\sin k_z.$$

Comparison with (1) yields $\mathrm{Re}\,h_s=-t$ and $\mathrm{Im}\,h_s=sJ\sin k_x$. The modulus is $T$ for both spins because $s^2=1$. Moreover,

$$-Te^{-is\phi}=-T\cos\phi+isT\sin\phi=-t+isJ\sin k_x,$$

since $\sin(s\phi)=s\sin\phi$. This proves the polar form. $\square$

Inserting it into the energy gives an equivalent form of the bulk band:

$$E_s=-T\left[e^{-i(k_z+s\phi)}+e^{i(k_z+s\phi)}\right]=-2T\cos(k_z+s\phi). \qquad (5)$$

The two spin bands are one cosine displaced in opposite directions along $k_z$. If $T=0$, the phase is undefined, but the layers are then decoupled and the theorem holds trivially.

## Lemma 2: removal of the phase

**Statement.** In an open chain the spin-dependent phases can be removed from all bonds at once.

**Proof.** Write $h_{n,s}=-T_ne^{-is\phi_n}$, as in Lemma 1 but bond by bond. Define accumulated phases

$$\Phi_1=0,\qquad \Phi_{n+1}=\Phi_n+\phi_n,$$

and set $\psi_n=e^{-is\Phi_n}u_n$. This is a unitary change of variables, because each factor has modulus one. Insert it into (3) and multiply by $e^{is\Phi_n}$. The term from the layer below becomes

$$e^{is\Phi_n}\left(-T_{n-1}e^{-is\phi_{n-1}}\right)e^{-is\Phi_{n-1}}u_{n-1}
=-T_{n-1}u_{n-1},$$

because $\Phi_n-\Phi_{n-1}-\phi_{n-1}=0$. The term from above becomes

$$e^{is\Phi_n}\left(-T_ne^{is\phi_n}\right)e^{-is\Phi_{n+1}}u_{n+1}
=-T_nu_{n+1},$$

because $\Phi_n+\phi_n-\Phi_{n+1}=0$. The potential term is unchanged. Hence

$$Eu_n=V_nu_n-T_{n-1}u_{n-1}-T_nu_{n+1},\qquad u_0=u_{N+1}=0. \qquad (6)$$

No $s$ is left. $\square$

The open ends matter here: $N$ layer phases are available for $N-1$ bonds, and no last bond has to close a loop.

## Proof of the theorem

Equation (6) is the same real eigenvalue problem for $s=+1$ and $s=-1$. A unitary change of variables preserves eigenvalues, so both spins have the same list. This proves (a).

For (b), equation (6) reduces to $Eu_n=-T(u_{n-1}+u_{n+1})$. Try $u_n=A\sin(qn)$, which satisfies $u_0=0$. Since

$$\sin[q(n-1)]+\sin[q(n+1)]=2\cos q\,\sin(qn),$$

the energy is $E=-2T\cos q$. The other end requires $\sin[q(N+1)]=0$, so $q=m\pi/(N+1)$. The values $m=1,\dots,N$ give $N$ different energies when $T>0$, because $\cos q$ decreases on $(0,\pi)$. An $N\times N$ matrix has no further levels.

For the normalization use $\sin^2x=(1-\cos2x)/2$. The sum $\sum_{n=0}^{N}e^{2iqn}$ vanishes, since it is geometric with $e^{2iq(N+1)}=1$ and $e^{2iq}\ne1$. Removing the $n=0$ term leaves $\sum_{n=1}^{N}\cos(2qn)=-1$. Thus $\sum_{n=1}^N\sin^2(qn)=(N+1)/2$, and

$$\psi_{n,s}=e^{-isn\phi}u_n,\qquad u_n=\sqrt{\frac{2}{N+1}}\,\sin(q_mn). \qquad (7)$$

The common phase at $n=1$ has been chosen for convenience. $\square$

**Limiting cases.** For $N=2$ the matrix has eigenvalues $\pm|h_s|=\pm T$, so the loss of the phase is visible directly. At $\sin k_x=0$ there is no bulk splitting and $\phi=0$ for $t>0$. At $t=0$ the bulk band is purely spin-odd, yet the slab levels $-2|J\sin k_x|\cos q_m$ are degenerate. For large $N$ the levels of both spins fill the interval from $-2T$ to $2T$.

## Remark 1: meaning of the gauge phase

The phase is removable from the spectrum at fixed $k_x$, but it is not devoid of physical content. It depends on $k_x$, and the position along $x$, in lattice steps, acts on momentum amplitudes as $i\partial_{k_x}$. Therefore

$$i\partial_{k_x}\left(e^{-isn\phi}u_n\right)
=e^{-isn\phi}\left(i\partial_{k_x}+sn\,\phi'\right)u_n,\qquad
\phi'=\frac{tJ\cos k_x}{T^2}.$$

The derivative follows from $\tan\phi=J\sin k_x/t$ and $1+\tan^2\phi=T^2/t^2$. Besides any motion common to both spins, a packet is displaced along $x$ by $s\phi'$ lattice steps for each layer it advances, in opposite directions for opposite spins. This is the real-space form of the coupling between motion along $z$ and spin-dependent motion along $x$.

Stationary slab levels carry no current along $z$. By (3) the particle rate from $n$ to $n+1$ is $(2/\hbar)\,\mathrm{Im}(\psi_{n+1}^*h_{n,s}\psi_n)$. In a stationary state the density of layer 1 is constant and no current enters from outside, so the current through the first bond is zero. The same argument applied to layer 2, then layer 3, gives zero for every bond.

In the plane, equal energies for all $k_x,k_y$ imply equal velocities $\partial E_m/\partial(\hbar k_x)$. If transport is described by independent slab levels with equal relaxation times for the two spins, an in-plane electric field gives equal spin-up and spin-down currents. Equality of the in-plane currents does not itself require resolved levels: in the bulk, $E_+(k_x,k_z)=E_-(k_x,-k_z)$ also gives both spins the same in-plane conductivity when their relaxation times are equal. In the bulk an in-plane field along $x$ also drives a current along $z$, with opposite signs for the two spins. An open slab with conserved spin carries no steady current along $z$, whether or not its levels are resolved. The transverse response does not disappear, however: the term $sn\phi'$ above turns a field along $x$ into a potential gradient along $z$ of opposite sign for the two spins, which shifts them towards opposite surfaces.

## Remark 2: the splitting hidden in the wavefunction

The momentum amplitude of (7) is

$$\sum_n\psi_{n,s}e^{-ik_zn}=f(k_z+s\phi),\qquad f(k)=\sum_{n=1}^Nu_ne^{-ikn}.$$

To evaluate $f$, multiply $u_{n+1}+u_{n-1}=2\cos q\,u_n$ by $e^{-ikn}$ and sum over the layers. Shifting the summation index and using $u_0=u_{N+1}=0$ gives

$$e^{ik}(f-u_1e^{-ik})+e^{-ik}(f-u_Ne^{-ikN})=2\cos q\,f.$$

Hence $2(\cos k-\cos q)f=u_1+u_Ne^{-ik(N+1)}$. Since $u_N=-(-1)^mu_1$ and $e^{iq(N+1)}=(-1)^m$,

$$|f(k)|^2=u_1^2\,\frac{\sin^2[(N+1)(k-q)/2]}{(\cos k-\cos q)^2}. \qquad (8)$$

For $q$ well away from $0$ and $\pi$, the main peaks of $|f|^2$ lie near $k=\pm q$; for $m=1$ or $m=N$ they merge into one. In the slab they appear near $k_z=\pm q-s\phi$, and corresponding peaks of the two spins are separated by $2\phi$. A probe that resolves $k_z$ can therefore see the bulk spin pattern in states whose energies are degenerate.

The word "near" can be made quantitative. With $k=q+\delta$, small $\delta$ and $q$ well away from $0$ and $\pi$, the numerator contributes $\delta^2[1-(N+1)^2\delta^2/12]$ and the denominator $\sin^2q\,\delta^2(1+\delta\cot q)$, up to common constants and smaller terms. The maximum of $1-(N+1)^2\delta^2/12-\delta\cot q$ is at

$$\delta\approx-\frac{6\cot q}{(N+1)^2}. \qquad (9)$$

This displacement is common to the two spins and vanishes for thick slabs at fixed $q$.

## Remark 3: what the boundary does and does not do

Join layer $N$ to layer 1 to make a uniform ring. Its momenta are $k_z=2\pi j/N$, and (5) gives $E_+(k_z)=E_-(-k_z)$. The two spin lists are again equal, but the partners sit at opposite $k_z$. Equal lists are thus not unique to open surfaces. Open surfaces remove $k_z$ as a label and make the spectrum independent of $\phi$ at fixed $T$; in a ring the total phase $N\phi$ cannot be gauged away.

The difference becomes measurable in a superlattice of slabs coupled through spacers. Let the element taking layer $N$ to layer 1 be $-ge^{-i\theta}$, where $g$ is a weak real tunnelling amplitude and $\theta$ the superlattice phase. The transformation (7) multiplies this element by $e^{is\phi}e^{-isN\phi}$. To first order in $g$ the level shift is

$$\Delta E_s=-2g\,u_1u_N\cos[\theta+s(N-1)\phi].$$

Subtracting the two spins with $\cos(a+b)-\cos(a-b)=-2\sin a\sin b$ gives

$$E_+-E_-=4g\,u_1u_N\sin\theta\,\sin[(N-1)\phi]. \qquad (10)$$

Splitting at fixed $\theta$ returns in proportion to the coupling between slabs. It vanishes at $\theta=0$, which is the case of a single slab closed on itself through a spacer.

Surface orientation matters equally. If the surfaces are normal to $y$, both $k_x$ and $k_z$ are conserved. The term $2sJ\sin k_x\sin k_z$ is then the same constant in every layer, and all slab levels keep the splitting (2).

## Remark 4: longer hopping and two sublattices

Add a real, spin-independent hopping $-t_2$ between second-neighbour layers. The loop $n\to n+1\to n+2\to n$ carries the phase $-2s\phi$ from its two short bonds, apart from signs common to both spins. Layer phases cancel around a closed loop, so this phase cannot be removed. Degeneracy nevertheless remains, because $H_{-s}=H_s^*$: conjugating $H_s\psi=E\psi$ gives $H_{-s}\psi^*=E\psi^*$ with real $E$. The gauge proof is specific to nearest-layer hopping, whereas degeneracy can have a wider origin.

A collinear altermagnet has at least two magnetic sublattices. Let $\tau_z=\pm1$ label them, with local exchange $sM\tau_z$, mixing $w\tau_x$ and interlayer hopping $-t-iJ\sin k_x\,\tau_z$. For $M>0$ and weak mixing, the lower band has $\tau_z\approx-s$, which reproduces $-t+isJ\sin k_x$. Complex conjugation reverses the sign of $iJ\sin k_x\,\tau_z$. Exchanging the sublattices reverses $\tau_z$, which restores the hopping and changes $sM\tau_z$ to $-sM\tau_z$. The combined operation maps $H_s$ to $H_{-s}$, so degeneracy holds if the layer potentials are equal on the two sublattices. A surface potential $v\tau_z$ changes sign under this operation and breaks the argument. This model places both sublattices in every layer. If they occupy alternate planes along the normal, as in body-centred cells, a potential drop or an odd number of planes makes them inequivalent and splits the levels.

## Remark 5: perturbations that split the levels

**Surface exchange.** A term $sb$ on layer 1 shifts the spins by $\pm bu_1^2$ to first order. The splitting is

$$E_+-E_-=2bu_1^2,\qquad u_1^2=\frac{2}{N+1}\sin^2q. \qquad (11)$$

**Surface Rashba coupling.** Consider $\lambda\sin k_x\,\sigma_y$ on layer 1. Choose the gauge phases as in Lemma 2, with $\Phi_1=0$. The two spin chains become identical and the surface term is unchanged. A uniform spin rotation then turns $\sigma_y$ into $\sigma_z$. The spectrum is that of surface exchange $b=\lambda\sin k_x$.

**Shear hopping.** Shear strain can permit a spin-independent term $2D\sin k_x\sin k_z$. Then $h_s=-t+i(sJ+D)\sin k_x$, and the moduli satisfy

$$T_s^2=t^2+(J+sD)^2\sin^2k_x,\qquad T_+^2-T_-^2=4JD\sin^2k_x.$$

The gauge transformation still removes the phases, but the moduli now depend on spin. Dividing by $T_++T_-\approx2T$ gives, for small $D$,

$$E_+-E_-=-2(T_+-T_-)\cos q\approx-\frac{4JD\sin^2k_x\cos q}{T}. \qquad (12)$$

## Worked example: a ten-layer film

Take $N=10$, layer spacing $0.3$ nm, $t=200$ meV, $J=100$ meV and $k_x=\pi/3$. The film thickness, counted as $N$ spacings, is $3.0$ nm. Lemma 1 gives

$$T=\sqrt{200^2+(100\times0.866)^2}=217.9\ \text{meV},\qquad \phi=0.409\ \text{rad}.$$

Follow $m=3$, for which $q=3\pi/11=0.857$ rad. The bulk energies at $k_z=q$ are $-131.0$ meV for spin up and $-392.8$ meV for spin down, a splitting of

$$4\times100\times0.866\times0.756\approx262\ \text{meV}\quad(0.262\ \text{eV}).$$

In the open slab both spins instead have $E_3=-2\times217.9\times0.655\approx-285$ meV. A linear potential drop of $200$ meV across the film, running from $-100$ meV on layer 1 to $+100$ meV on layer $N$, with the other parameters fixed, moves this level up by $4.6$ meV without splitting it, as the theorem requires.

The positive-$k_z$ peaks are at $0.403$ rad for spin up and $1.220$ rad for spin down. Their separation is $0.817$ rad, equal to $2\phi$ at this precision. Each lies about $0.045$ rad below $q-s\phi$; equation (9) predicts a displacement of $-6\times0.867/121=-0.043$ rad, so the offset is a finite-thickness effect.

With $t_2=20$ meV the levels remain paired, but they differ by up to $14.5$ meV from those of a phase-free chain with the same $T$ and $t_2$. For the two-sublattice model with $M=1000$ meV and $w=300$ meV, the bulk splitting at the same momentum is $251$ meV. The reduction from $262$ meV follows from the lower-band energies, which measured from the common term $-2t\cos q$ are $-\sqrt{(M\mp x)^2+w^2}$ for spin up and down, with $x=2J\sin k_x\sin q$: to first order in $x$ their difference is $2xM/\sqrt{M^2+w^2}$.

The perturbations below have assumed strengths and act separately. The surface weight is $u_1^2=0.104$.

- Surface exchange of $20$ meV gives $2\times20\times0.104\approx4.2$ meV. Surface Rashba coupling of $20$ meV gives $3.6$ meV, smaller by the factor $\sin k_x$.
- Shear hopping of $10$ meV gives $-9.0$ meV, in agreement with (12).
- Tunnelling of $5$ meV at $\theta=\pi/2$ gives $-1.1$ meV. The sign comes from $\sin(9\phi)<0$ in (10).
- A sublattice-asymmetric surface potential of $20$ meV gives $-4.8$ meV in the two-sublattice model with the potential drop present.
- A field of $1$ T along the Néel axis gives a Zeeman splitting of $0.12$ meV for a $g$-factor of 2.

Further digits are in the numerical output.

## Remark 6: lifetime, thickness and real films

Neighbouring levels of a thick slab are separated by $\delta E\approx2T\sin q\,\pi/(N+1)$. The velocity along $z$ is $2T\sin q/\hbar$ layers per unit time, so a round trip across about $N+1$ layers takes

$$\frac{2(N+1)\hbar}{2T\sin q}=\frac{2\pi\hbar}{\delta E}.$$

A single crossing takes half of this, so the lifetime $\tau$ is shorter than the crossing time once $\hbar/\tau>\delta E/\pi$. When $\hbar/\tau$ greatly exceeds $\delta E$, an electron loses coherence long before it has sampled both surfaces and the level structure is washed out. Discrete slab levels are then a poor description, and a packet with a reasonably defined $k_z$ is the better starting point.

For an assumed lifetime $\tau=10$ fs the broadening $\hbar/\tau$, read as the full width at half maximum, is $66$ meV. By (4), the followed level lies $81$ meV above the level below it and $104$ meV below the level above it. These levels are only moderately resolved: between the followed level and the next, the broadened density of states falls to about $0.6$ of its value at the levels. The crossing time $(N+1)\hbar/(2T\sin q)$ is $22$ fs, so in one lifetime the electron covers about 5 layers, or $1.5$ nm, half the film. Taking $4T/N$ as the mean spacing, it equals the broadening near $N=4\times217.9/65.8\approx13$, or about $4$ nm. This estimates where the peaks overlap in the spectrum. It is not a sharp limit and not a coherence length.

The parameters are round values in the rough regime of thin metallic d-wave altermagnet films, where splittings of some tenths of an eV and layer spacings of a few tenths of a nm are reasonable scales; they do not represent a particular compound. The $200$ meV drop is far from typical for a metal, which would screen most of it. Real films also have imperfect terminations, strain, thickness steps and spin-orbit coupling. For the strengths assumed above, the surface and shear terms split the followed level by about $4$ to $9$ meV, below the room-temperature thermal energy of $26$ meV and far below the bulk splitting. These values do not bound real terminations or strain. A sublattice offset $v\tau_z$ in every layer, which shear of this symmetry allows, splits the levels by about $2vM/\sqrt{M^2+w^2}$, or $19$ meV for $v=10$ meV. With the sublattices in alternate planes coupled by $w/2$, a film of 21 planes has its third level split by about $21$ meV. Thickness steps mix in-plane momenta and bulk spin-orbit coupling mixes spins; neither is sized here. For a smooth, coherent film within the model's assumptions, a device that needs spin-split in-plane bands should not have its surface normal along $z$, nor along $x$, where the same argument applies for nearest-layer hopping; a normal along $y$ preserves the splitting.

## Values computed for the example and the checks

```
Number of layers: 10; followed level m: 3
Layer spacing: 0.3 nm
Film thickness N times spacing: 3.0 nm
Ordinary hopping t: 200.0 meV
Spin-dependent hopping J: 100.0 meV
In-plane momentum kx: 1.0472 rad
Hopping magnitude T: 217.945 meV
Hopping phase phi: 0.4086 rad
Standing-wave number q: 0.8568 rad
Bulk spin-up energy at kz=q: -131.045 meV
Bulk spin-down energy at kz=q: -392.844 meV
Bulk splitting at kz=q: 261.799 meV
Slab spin-up energy, followed level: -285.447 meV
Slab spin-down energy, followed level: -285.447 meV
Largest slab splitting (rounding): 0.0e+00 meV
Largest ring-to-slab difference of sorted levels: 40.724 meV
Trial potential drop: 200.0 meV
Shift of followed level by drop: 4.606 meV
Largest splitting with drop (rounding): 0.0e+00 meV
Positive-kz weight peak, spin up: 0.4031 rad
Positive-kz weight peak, spin down: 1.2204 rad
Peak separation: 0.8173 rad
Second-layer hopping: 20.0 meV
Largest phase effect with second-layer hopping: 14.515 meV
Surface-layer weight of followed level: 0.1038 (no unit)
Assumed surface exchange b: 20.0 meV
Surface-exchange splitting, up minus down: 4.160 meV
Assumed surface Rashba coupling: 20.0 meV
Surface-Rashba splitting, magnitude: 3.601 meV
Assumed shear hopping D: 10.0 meV
Shear splitting, up minus down: -9.008 meV
Assumed inter-slab tunnelling g: 5.0 meV
Superlattice phase theta: 1.5708 rad
Tunnelling splitting, up minus down: -1.061 meV
Two-sublattice local exchange: 1000.0 meV
Two-sublattice mixing: 300.0 meV
Two-sublattice bulk splitting at kz=q: 250.593 meV
Assumed sublattice-asymmetric surface potential: 20.0 meV
Its splitting with drop, up minus down: -4.808 meV
Magnetic field: 1.0 T
Zeeman splitting for g-factor 2: 0.116 meV
Temperature: 300.0 K
Thermal energy: 25.852 meV
Assumed lifetime: 10.0 fs
Lifetime broadening hbar/tau: 65.821 meV
Gap from followed level to next level: 104.372 meV
Thickness where mean spacing equals broadening: 3.97 nm
```
